# Finite Rotation Groups from Pole Orbits and the Binary Tetrahedral Group

A finite group \(G\) of rotations about a fixed point has no length or energy scale, so it is natural to look for pure numbers that classify it. They must be unchanged when the whole group is turned rigidly, \(G\to RGR^{-1}\), since that changes the frame and not the kind of symmetry. The rotation axes supply such numbers. Call a unit vector a pole if some rotation in \(G\) other than the identity leaves it fixed. If \(h\) fixes \(p\), then \(ghg^{-1}\) fixes \(gp\), so \(G\) permutes its own poles. The poles therefore fall into orbits, and each orbit supplies an integer that a rigid turn leaves unchanged: how many rotations fix a pole in it. Angles between axes are invariant pure numbers too, so it is not evident in advance that the integers are enough. It will turn out that these integers determine \(G\) up to a rigid turn.

Let \(N\) be the order of \(G\). Rotations are real orthogonal \(3\times3\) matrices of determinant \(+1\); reflections and inversion are excluded. Every such \(R\) has an axis, because \(RR^T=1\) gives
\[
\det(R-1)=\det(R-RR^T)=\det R\,\det(1-R^T)=\det(1-R)=-\det(R-1),
\]
where the last sign is \((-1)^3\). The determinant vanishes, so \(R\) fixes a unit vector \(n\). In the plane perpendicular to \(n\) it acts as a plane rotation by some angle, which moves every nonzero vector of that plane unless the angle is zero. Each \(R\neq1\) thus has one axis and two poles, \(\pm n\).

The rotations in \(G\) that fix a given pole \(p\) form its stabilizer, of order \(n\ge2\). Let \(\alpha\) be their smallest positive angle. Any other angle in the stabilizer is a multiple of \(\alpha\) plus a remainder smaller than \(\alpha\); the remainder also belongs to the stabilizer, so it is zero. The full turn is such a multiple too, hence \(\alpha=2\pi/n\) and the stabilizer is cyclic.

If \(gp=q\), the elements that carry \(p\) to \(q\) are \(g\) times the stabilizer of \(p\), which makes \(n\) of them. The \(N\) elements are shared equally among the points of the orbit, so the orbit has \(N/n\) points. All its points have the same \(n\), because their stabilizers are conjugate.

Now count the pairs (rotation \(\neq1\), pole fixed by it). Each of the \(N-1\) rotations has two poles. Each pole in orbit \(i\) is fixed by \(n_i-1\) rotations. Therefore
\[
2(N-1)=\sum_i\frac{N}{n_i}(n_i-1),
\qquad
2-\frac2N=\sum_i\left(1-\frac1{n_i}\right).
\]
The trivial group \(C_1\) has no poles. For \(N\ge2\) the left side is at least 1 and less than 2, while each term on the right is at least \(1/2\) and less than 1. One orbit gives too little and four or more give too much, so there are two or three.

For two orbits the equation reduces to \(1/n_1+1/n_2=2/N\). A stabilizer cannot exceed the group, so each term on the left is at least \(1/N\), and both must equal it: \(n_1=n_2=N\). Each orbit is a single point fixed by all of \(G\), and \(G\) is the cyclic group \(C_N\).

For three orbits, ordered so that \(n_1\le n_2\le n_3\),
\[
\frac1{n_1}+\frac1{n_2}+\frac1{n_3}=1+\frac2N>1 .
\]
If \(n_1\ge3\) the sum is at most 1, so \(n_1=2\), which leaves \(1/n_2+1/n_3=1/2+2/N\). If \(n_2\ge4\) this sum is at most \(1/2\), so \(n_2\) is 2 or 3. With \(n_2=2\) we get \(N=2n_3\), with \(n_3\) free. With \(n_2=3\) we get \(1/n_3=1/6+2/N\), so \(n_3<6\), and \(n_3=3,4,5\) give \(2/N=1/6,\,1/12,\,1/30\). The possibilities are
\[
(2,2,n):\ N=2n,\quad (2,3,3):\ N=12,\quad (2,3,4):\ N=24,\quad (2,3,5):\ N=60 .
\]
A direct search over integers up to \(N=120\) finds these solutions and the cyclic ones, and no others.

The integers are necessary conditions. It remains to show that each set belongs to a group, and to one group up to a rigid turn.

For \((2,2,n)\) the last orbit has \(N/n=2\) points, \(p\) and \(q\). The stabilizer of \(p\) permutes the two and fixes \(p\), so it fixes \(q\) as well, and \(q=-p\). The other \(n\) elements send \(p\) to \(-p\). Such an element has eigenvalues \(-1\) and \(1\), and since its determinant is 1 the third eigenvalue is \(-1\). It is a half turn, and \(p\), having eigenvalue \(-1\), is perpendicular to its axis. If \(h\) is one of them, \(G=C_n\cup hC_n\). Placing \(p\) along \(z\) and the axis of \(h\) along \(x\) fixes every element. Conversely, \(h\) reverses the sense of turns about \(z\), \(hr(\alpha)h^{-1}=r(-\alpha)\), so this union is closed under multiplication. It is the dihedral group \(D_n\), \(n\ge2\). For \(n=1\) the same construction gives a single half turn, which is \(C_2\).

For \((2,3,3)\) take an orbit of \(12/3=4\) points and one of them, \(p\). A third turn about \(p\) moves every point except \(\pm p\) in cycles of three. If \(-p\) were in the orbit, two points would remain, which cannot form such a cycle. So the other three are cycled and are equidistant from \(p\). This holds for every point of the orbit, hence all mutual distances are equal and all scalar products of different points equal some \(c\neq1\). The \(4\times4\) matrix of scalar products has eigenvalues \(1-c\) (three times) and \(1+3c\). Four vectors in three dimensions are linearly dependent, so one eigenvalue vanishes, and \(c=-1/3\). This is a regular tetrahedron.

The four vertices sum to zero, since the squared length of the sum is \(4+12c=0\). Any permutation of them preserves their scalar products and so defines an orthogonal map. Exchanging two vertices is a reflection, with determinant \(-1\), so the rotations are the \(4!/2=12\) even permutations. They form the tetrahedral group \(T\). Our \(G\) lies inside it and has 12 elements, so \(G=T\).

For \((2,3,4)\) the last orbit has \(24/4=6\) points. The pole \(-p\) has the same stabilizer as \(p\), of order 4, and one orbit alone has \(n=4\), so \(-p\) belongs to it. The remaining four points are cycled by the quarter turn about \(p\) and form a square at one height. The orbit contains the antipode of each of its points, so the square contains points of opposite height, and the height is zero. The six points are the vertices \(\pm e_x,\pm e_y,\pm e_z\) of an octahedron. The orthogonal maps preserving them are the \(3!\cdot2^3=48\) signed permutation matrices. Half have determinant \(+1\), and these 24 rotations form the octahedral group \(O=G\).

For \((2,3,5)\) the last orbit has \(60/5=12\) points and again contains \(\pm p\). The other ten form two regular pentagons about \(p\). The antipodal map commutes with rotations, so it carries a pentagon to a pentagon. It cannot carry one to itself, because it would then pair off five points. The pentagons are therefore antipodes of each other, at heights \(h\ge0\) and \(-h\). Seen from \(p\), the scalar products with the orbit are \(1\), \(-1\), five times \(h\) and five times \(-h\). Some element of \(G\) carries \(p\) to any other point of the orbit, so every point sees the same list. Two different points of the upper pentagon are neither equal nor antipodal, so their product is \(h\) or \(-h\). For azimuths \(72^\circ\) and \(144^\circ\) apart the products differ, the first being larger:
\[
h^2+(1-h^2)\cos72^\circ=h,\qquad
h^2+(1-h^2)\cos144^\circ=-h .
\]
The five fifth roots of unity sum to zero, which gives \(1+2\cos72^\circ+2\cos144^\circ=0\). Adding the two equations,
\[
2h^2-\tfrac12(1-h^2)=0,\qquad h=\frac1{\sqrt5}.
\]
A separate numerical search for a height at which all points are equivalent gives \(h=0.447214\), an angle of \(63.43^\circ\) between neighbouring vertices. The figure is a regular icosahedron. A rotation preserving it can carry \(p\) to at most 12 places, and at most 5 rotations fix \(p\), since they must preserve a pentagon. There are at most 60 in all, so \(G\) is its full rotation group \(I\).

That 60 such rotations exist must still be shown. Let \(\varphi=(1+\sqrt5)/2\), so \(\varphi^2=\varphi+1\), and take the 12 vectors \((0,\pm1,\pm\varphi)\) with their cyclic permutations. Place the tetrahedron at \((1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1)\), each divided by \(\sqrt3\); their mutual products are \(-1/3\), and they are the sign patterns whose product of signs is positive. The three cyclic permutations of \(x,y,z\), combined with sign changes of two coordinates or none, give \(3\cdot4=12\) maps of determinant \(+1\) that keep this product positive and so permute the vertices. In these axes the group \(T\) consists of exactly these maps. It carries any of the 12 vectors to any other, because the vanishing coordinate can absorb a sign change. Each squared length is \(1+\varphi^2=\varphi+2\). The products of \(u=(0,1,\varphi)\) with vectors other than \(\pm u\) are \(\pm\varphi\), and
\[
\sqrt5\,\varphi=(2\varphi-1)\varphi=2\varphi^2-\varphi=\varphi+2,
\]
so after normalization they are \(\pm1/\sqrt5=\pm h\). Five vectors have product \(+h\) with \(u\): \((0,-1,\varphi)\), \((\pm1,\varphi,0)\) and \((\pm\varphi,0,1)\). Their mutual products are again \(\pm h\), so their azimuths about \(u\) differ by angles with cosine
\[
\frac{h-h^2}{1-h^2}=\frac1{\sqrt5+1}=\cos72^\circ
\quad\text{or}\quad
\frac{-h-h^2}{1-h^2}=-\frac1{\sqrt5-1}=\cos144^\circ .
\]
Five different azimuths separated by multiples of \(72^\circ\) form a regular pentagon. The remaining vectors are antipodes of these and of \(u\), so a \(72^\circ\) turn about \(u\) preserves the set. Twelve positions times five rotations give 60.

The three polyhedral groups are not cyclic or dihedral groups in disguise. They have pole orbits of 4, 6 and 12 points, whereas \(C_N\) has orbits of one point and \(D_n\) has orbits of 2, \(n\) and \(n\) points, with \(n=6,12,30\) at the orders in question. This completes the list \(C_n,D_n,T,O,I\). Finiteness is essential: the rotations about one axis by all angles form a group outside the list, and its stabilizer has no smallest angle. As a test on groups that were not built to fit, the subgroups generated by two elements were collected, 30 in \(O\) and 59 in \(I\). Each has the orbit data of a member of the list. Those of \(I\) include five copies of \(T\) but none of \(O\) or \(C_4\).

A particle of half-integer spin changes sign under a full turn, so its states carry the double cover of the rotation group. Unit quaternions describe it. For pure quaternions \(uv=-u\cdot v+u\times v\). Put \(q=c+sn\), with \(c=\cos(\theta/2)\), \(s=\sin(\theta/2)\) and \(n\) a unit vector. Then
\[
qv\bar q=(c+sn)\,v\,(c-sn)=c^2v+cs(nv-vn)-s^2\,nvn .
\]
Here \(nv-vn=2\,n\times v\), and
\[
nvn=-(n\cdot v)n+(n\times v)\times n=v-2(n\cdot v)n .
\]
Collecting terms,
\[
qv\bar q=\cos\theta\,v+\sin\theta\,n\times v+(1-\cos\theta)(n\cdot v)\,n ,
\]
which is the rotation by \(\theta\) about \(n\). Products of quaternions give products of rotations, and every rotation is reached. The identity requires \(\theta=0\) or \(2\pi\), so \(q=\pm1\), and each rotation comes from two quaternions \(\pm q\). On spin \(1/2\), the units \(i,j,k\) act as \(-i\sigma_x,-i\sigma_y,-i\sigma_z\); the sign is right because \((-i\sigma_x)(-i\sigma_y)=-\sigma_x\sigma_y=-i\sigma_z\), as \(ij=k\) demands.

In the axes used above, \(T\) contains the identity, three half turns about \(x,y,z\), and eight turns by \(120^\circ\) about \(n=(a,b,c)/\sqrt3\) with \(a,b,c=\pm1\). The identity lifts to \(\pm1\). The half turns have \(\cos90^\circ=0\) and lift to \(\pm i,\pm j,\pm k\). For the third turns \(\cos60^\circ=1/2\) and \(\sin60^\circ/\sqrt3=1/2\), so they lift to \(\pm(1+ai+bj+ck)/2\). The binary tetrahedral group is therefore
\[
2T=\left\{\pm1,\ \pm i,\ \pm j,\ \pm k,\ \tfrac12(\pm1\pm i\pm j\pm k)\right\},
\]
with all signs independent: \(2+6+16=24\) quaternions. They form a group because they are all the quaternions whose rotations lie in the group \(T\). The numerical output lists them one by one in seven conjugacy classes. If \(q^2=1\) then \((q-1)(q+1)=0\), so \(-1\) is the one element of order two. Since \(T\) has three, \(2T\) contains no copy of \(T\), and the signs of the lifts cannot be chosen so as to remove the double-valuedness.

The consequences can be seen in a model level of spin \(3/2\), with \(\hbar=1\). Averaging \(D(q)XD(q)^\dagger\) over the group projects an operator \(X\) onto the invariant ones. The trace of this projection is the average of \(|\chi|^2\), where \(\chi=\operatorname{tr}D\), so that average is the number of independent invariant operators. The character is
\[
\chi(\theta)=2\cos\frac{\theta}{2}+2\cos\frac{3\theta}{2},
\]
which is \(\pm4\) for \(q=\pm1\), zero for the six lifts of half turns, and \(\pm1\) for the other sixteen elements. The average is \((16+16+0+16)/24=2\).

One invariant operator is the identity. Another is \(S\), the average of the six orderings of \(J_xJ_yJ_z\): cyclic permutations leave it alone, and half turns reverse two of its factors. Every invariant Hermitian operator on this level is thus \(a+bS\) with real \(a,b\). Time reversal changes the sign of \(\mathbf J\), hence of \(S\), so an invariant operator that is even under time reversal has \(b=0\) and leaves the fourfold level unsplit. Splitting it while keeping the rotations of \(T\) takes a term that breaks time reversal. The mirror planes of a full tetrahedron, as in methane, cannot be symmetries by themselves either. A mirror acts on \(\mathbf J\) as a half turn about its normal, so the one exchanging \(x\) and \(y\) sends \(J_x\to-J_y\), \(J_y\to-J_x\), \(J_z\to-J_z\) and reverses the sign of \(S\). A mirror followed by time reversal reverses the sign twice and leaves \(S\) unchanged. The atoms may therefore keep their mirror planes if the moments do not, as for four moments at the vertices of a tetrahedron that all point outward.

With \(J_\pm=J_x\pm iJ_y\), the six orderings combine into
\[
S=\frac{A-A^\dagger}{12i},\qquad A=J_zJ_+^2+J_+J_zJ_++J_+^2J_z .
\]
Between \(m\) and \(m+2\) the three values of \(J_z\) add up to \(3(m+1)\), and for spin \(3/2\) both elements of \(J_+^2\) are \(2\sqrt3\). Hence
\[
\langle\tfrac32|A|{-\tfrac12}\rangle=3\cdot\tfrac12\cdot2\sqrt3=3\sqrt3,\qquad
\langle\tfrac12|A|{-\tfrac32}\rangle=-3\sqrt3 .
\]
Division by \(12i\) gives \(\mp i\sqrt3/4\). \(S\) splits into two \(2\times2\) blocks with zero diagonal, each with eigenvalues \(\pm\sqrt3/4=\pm0.4330\).

For \(H=\lambda S\) with \(\lambda=0.001\) hartree, the quartet becomes two doublets at \(\pm0.4330\) millihartree. Their separation is \(2\times0.4330=0.866\) millihartree, or 23.6 meV. Under the double covers of \(O\) and \(I\) the computed average of \(|\chi|^2\) is 1, so the identity is the sole invariant and no term of either symmetry splits this level. For \(O\) the reason is visible in \(S\): a quarter turn about \(z\) sends \(J_x\to J_y\) and \(J_y\to-J_x\), which reverses its sign.

## Table of computed values

```
Counting equation enumerated up to N = 120
Group: order N; stabilizer orders; orbit sizes; 2-2/N
  C5: 5; [5, 5]; [1, 1]; 1.6000
  D5: 10; [2, 2, 5]; [5, 5, 2]; 1.8000
  T: 12; [2, 3, 3]; [6, 4, 4]; 1.8333
  O: 24; [2, 3, 4]; [12, 8, 6]; 1.9167
  I: 60; [2, 3, 5]; [30, 20, 12]; 1.9667
Two-generator subgroups of O: 30 in total
  C1:1, C2:9, C3:4, C4:3, D2:4, D3:4, D4:3, O:1, T:1
Two-generator subgroups of I: 59 in total
  C1:1, C2:15, C3:10, C5:6, D2:5, D3:10, D5:6, I:1, T:5
Icosahedron pentagon height h = 0.447214 (unit sphere)
Angle between neighbouring vertices = 63.4349 deg
Binary tetrahedral group: number of quaternions = 24
Element order:count  1:1, 2:1, 3:8, 4:6, 6:8
Conjugacy classes, entries are 2q = (2w,2x,2y,2z)
  size 1, order 1, theta = 0 deg:
   (2,0,0,0)
  size 1, order 2, theta = 360 deg:
   (-2,0,0,0)
  size 6, order 4, theta = 180 deg:
   (0,2,0,0) (0,-2,0,0) (0,0,2,0) (0,0,-2,0) (0,0,0,2) (0,0,0,-2)
  size 4, order 6, theta = 120 deg:
   (1,1,1,1) (1,1,-1,-1) (1,-1,1,-1) (1,-1,-1,1)
  size 4, order 6, theta = 120 deg:
   (1,1,1,-1) (1,1,-1,1) (1,-1,1,1) (1,-1,-1,-1)
  size 4, order 3, theta = 240 deg:
   (-1,1,1,1) (-1,1,-1,-1) (-1,-1,1,-1) (-1,-1,-1,1)
  size 4, order 3, theta = 240 deg:
   (-1,1,1,-1) (-1,1,-1,1) (-1,-1,1,1) (-1,-1,-1,-1)
Number of conjugacy classes = 7
Spin 3/2: group average of |character|^2
  binary T: 2.000000
  binary O: 1.000000
  binary I: 1.000000
Eigenvalues of S (hbar = 1): -0.433013, -0.433013, 0.433013, 0.433013
Coupling lambda = 0.001 hartree
Levels: -0.433013, -0.433013, 0.433013, 0.433013 millihartree
Doublet gap = 0.866025 millihartree
Doublet gap = 23.5658 meV
```
